# Band offsets from doubly averaged interface potentials, with sensitivity checks

## Definitions and conventions

A periodic cell holds a slab of dielectric A, made of $n_A$ layers of spacing $a$, and a slab of dielectric B, made of $n_B$ layers of spacing $b$. The slab widths are $d_A=n_Aa$ and $d_B=n_Bb$. The $z$ axis is normal to the layers. Interface 1 is the plane where A ends and B begins; interface 2 is the plane where B ends and the next A begins.

$V(z)$ is the potential energy of an electron, averaged over the plane at height $z$. Energies are in eV, lengths in Å, and the charge density $\rho$ is in units of $e$ per Å$^3$, positive for ions. Since $V=-e\phi$ and $\phi''=-e\rho/\varepsilon_0$, Poisson's equation reads

$$V''=K\rho,\qquad K=e/\varepsilon_0=180.95\ \text{V Å}.$$

In a periodic neutral cell it gives $V_G=-K\rho_G/G^2$ for each wave number $G\neq0$. The component $V_0$ is not determined and is set to zero, so the cell mean is the common zero of energy.

Every offset is the value in B minus the value in A. The edges $e_v$ and $e_c$ are the valence and conduction edges of a bulk material measured from its own mean potential $\bar V$. With the lineup $\Delta V=\bar V_B-\bar V_A$,

$$\text{VBO}=\Delta V+e_{v,B}-e_{v,A},\qquad \text{CBO}=\Delta V+e_{c,B}-e_{c,A}.$$

The example is a model with round parameters. Each layer is a Gaussian sheet of ions of width 0.3 Å and an equal, opposite Gaussian sheet of electrons. A has $a=3$ Å, charge 0.5 $e$/Å$^2$ and electron width 0.7 Å; B has $b=4$ Å, charge 0.4 $e$/Å$^2$ and electron width 0.8 Å. The charges are prescribed, not self-consistent, and the bands describe motion along $z$ alone.

## The lineup by hand

Take one layer, neutral and symmetric about $z=0$. Neutrality makes the slopes $V'$ on the two sides equal, and symmetry makes them opposite, so both vanish. The total step is $\int V'dz=-\int zV''dz=-K\int z\rho\,dz=0$, so $V$ can be set to zero on both sides. Two integrations by parts, whose boundary terms vanish, give

$$\int V\,dz=-\int zV'\,dz=\int\frac{z^2}{2}V''\,dz=\frac{KQ}{2},\qquad Q=\int z^2\rho\,dz.$$

In a stack of spacing $a$, the mean over one period collects the contributions of all layers, which together amount to the whole integral of one layer. Hence $\bar V=KQ/(2a)$. A Gaussian of width $s$ has second moment $s^2$, so

$$\bar V_A=\frac{180.95\times0.5\,(0.3^2-0.7^2)}{2\times3}=-6.032\ \text{eV},$$

$$\bar V_B=\frac{180.95\times0.4\,(0.3^2-0.8^2)}{2\times4}=-4.976\ \text{eV}.$$

The lineup is $\Delta V=1.056$ eV. This short route needs separable layers that stay neutral and free of a dipole up to the interface. In a real interface the charge rearranges and can form a dipole, so $\Delta V$ must be read from the computed $V(z)$.

## Why two windows

The reading is obscured by oscillations within each layer, in the example about 14 eV from peak to peak. Define the double average

$$\bar{\bar V}(z)=\frac1{ab}\int_{-a/2}^{a/2}\!du\int_{-b/2}^{b/2}\!dv\;V(z+u+v).$$

Deep in A, $V$ has period $a$. The integral over $u$ covers one whole period and returns $\bar V_A$ whatever $v$ is; the average over $v$ then leaves this constant alone. Deep in B the order is exchanged: the $v$ integral returns $\bar V_B$ first.

The same can be seen wave by wave. A window of length $w$ acts on $e^{iGz}$ as

$$\frac1w\int_{-w/2}^{w/2}e^{iG(z+u)}du=e^{iGz}\,\frac{\sin(Gw/2)}{Gw/2}.$$

For the harmonics of A, $G=2\pi m/a$, the window $w=a$ gives $\sin(\pi m)=0$. Window $a$ alone does not clean B. There the first harmonic has $|V_G|=3.233$ eV and $Ga/2=3\pi/4$, which leaves an amplitude $2\times3.233\times0.300=1.94$ eV. The full potential shows 2.00 eV; the difference comes from higher harmonics.

With both windows, the plateaus lie at $-0.528$ eV in A and $+0.528$ eV in B. Their difference, 1.0555 eV, agrees with the second-moment value.

## Band edges and offsets

At the zone edge of A the waves $e^{\pm i\pi z/a}$ have equal kinetic energy $T=(\hbar^2/2m)(\pi/a)^2=3.810\times1.097=4.178$ eV and are coupled by $V_G$. With these two waves alone the matrix has diagonal elements $T$ and off-diagonal elements of size $|V_G|$, so its eigenvalues are $T\mp|V_G|$. With $|V_G|=3.297$ eV they are 0.88 and 7.47 eV.

The converged plane-wave values are $e_{v,A}=0.423$ and $e_{c,A}=7.254$ eV. Two waves thus show how the gap arises but are too few for an offset. For B the converged values are $e_{v,B}=-1.785$ and $e_{c,B}=5.272$ eV. Then

$$\text{VBO}=1.056-1.785-0.423=-1.152\ \text{eV},$$

$$\text{CBO}=1.056+5.272-7.254=-0.927\ \text{eV}$$

(here and below, sums are formed before rounding). Their difference, 0.225 eV, equals the difference of the gaps, 7.057 and 6.832 eV, as it must. Both edges of B lie below those of A, while the conduction edge of B stays above the valence edge of A, by $1.056+5.272-0.423=5.90$ eV. The alignment is therefore staggered: holes collect in A and electrons in B.

This can be checked without any averaging. In this model no interface state lies in the gap, so the highest valence level of a whole superlattice is a standing wave in A; a real interface can have gap states, which must be set aside first. For thickness $d$ its distance from the band edge is close to $\hbar^2\pi^2/[2m^*(d+\delta)^2]$, where $m^*$ is the effective mass and the constant $\delta$ allows for penetration into B. The inverse square root of that distance is therefore linear in $d$.

Slabs of 48, 72 and 96 Å have top levels at $-0.1265$, $-0.1151$ and $-0.1109$ eV. Requiring linearity of the unrounded levels fixes the limit at $-0.1050$ eV (the four-decimal values give $-0.1052$ eV). The aligned edge, plateau plus bulk term, is $-0.528+0.423=-0.105$ eV. The lowest conduction level, which lives in B, extrapolates to 5.7995 eV, again equal to the aligned edge. Both limits agree with the aligned edges within 0.1 meV, whereas the levels of the 96 Å slabs still lie 6 and 9 meV from them.

## Sensitivity to plateau width

The double average at $z$ uses $V$ between $z-(a+b)/2$ and $z+(a+b)/2$. If a length $t$ next to each interface is not bulk-like, the plateau has width

$$W=d-2t-(a+b).$$

In the example $V$ departs from its bulk shape only close to the interfaces, and the weight of the combined window falls to zero at its ends, so $t$ can be neglected. The estimate with $t=0$ is $24-7=17$ Å in both slabs, and the averaged potential stays within 1 meV of its mid-slab value over 17.02 Å.

When $W$ is negative, the mid-slab value mixes in the other material. The errors of the mid-slab difference relative to the bulk lineup, first for cells with a negative $W$ and then for cells where $W$ is positive in both slabs, are:

- slabs of 6 and 4 Å: $-424$ meV;
- slabs of 6 and 8 Å: $-17$ meV;
- slabs of 9 and 8 Å: $-0.14$ meV;
- slabs of 12 and 12 Å: below 0.001 meV.

The third case has plateaus of just 2 and 1 Å. These are errors of reading, since the model's charges do not respond to the slab thickness. In a self-consistent calculation $t$ may be several layers, and the thickness must be converged separately.

## Sensitivity to layer spacing

Two different errors go under this name.

**A wrong window.** Let the first window be $a(1+\eta)$ while the layers keep spacing $a$. For the first harmonic of A, $Gw/2=\pi(1+\eta)$, and the second window contributes its own factor at $Gb/2=\pi b/a$. The ripple left in A has amplitude

$$2|V_G|\,\left|\frac{\sin\pi(1+\eta)}{\pi(1+\eta)}\right|\left|\frac{\sin(\pi b/a)}{\pi b/a}\right|.$$

Since $|\sin\pi(1+\eta)|=|\sin\pi\eta|$, the ripple grows linearly with small $\eta$. For $\eta=0.02$ it is $2\times3.297\times0.0196\times0.207=0.0267$ eV, and the averaged potential shows the same 26.7 meV. Two limits are instructive. If $b$ is a whole multiple of $a$, the second window removes the ripple by itself. If $a=b$ and both windows are wrong by the same $\eta$, both factors are small and the ripple is of order $\eta^2$.

A further mean over one true period of A removes the ripple, because it is a third window of the correct length. It also lengthens the range of $V$ that is used, here to $3.06+4+3=10.06$ Å, so a thin slab may not allow it.

**A real change of spacing.** Now let the layers of A move apart to 3.06 Å with their charge unchanged. From $\bar V_A=KQ_A/(2a)$, the mean becomes $-6.032/1.02=-5.913$ eV, and the lineup falls from 1.056 to 0.937 eV. The bulk edge also moves, from $e_{v,A}=0.423$ to 0.224 eV. The consistent offset is

$$0.937-1.785-0.224=-1.072\ \text{eV}.$$

Keeping the old bulk term gives $-1.270$ eV, an error of $-0.199$ eV relative to the consistent value. It even reverses the trend: the offset really shrinks in size by 0.080 eV, while the mixed calculation makes it grow by 0.118 eV. Here a 2 % mismatch between bulk and interface geometry shifts the offset by 0.199 eV, while a first window 2 % too long leaves a ripple of 0.027 eV in A.

## Residual electric field

Opposite charges at the two interfaces, or an extra dipole at one of them, can tilt the plateaus. Let $F=dV/dz$ be the averaged slope, $\sigma$ the free sheet charge at interface 1, $-\sigma$ that at interface 2, and $\tau$ an extra dipole step at interface 1.

**Slopes.** A layer with dipole $p$ per area has $\rho=-p\,g'(z)$, where $g$ is a normalized Gaussian. Then $V'=-Kp\,g$, and $V$ drops by $Kp$ across the layer. If the slope between layers is $u$, the averaged slope is $F=u-Kp/a$. Linear response with relative permittivity $\kappa$ means $Kp/a=(\kappa-1)F$, so $u=\kappa F$. The sheet charge changes $u$ by $K\sigma$:

$$\kappa_BF_B-\kappa_AF_A=K\sigma.$$

**Steps.** With layers at the midpoints $a/2,3a/2,\dots$ from the slab boundary, the averaged number of drops passed is $z/a$. This line is zero at the boundary itself, so the layer dipoles tilt the plateau but add nothing to the step extrapolated to that plane. The extrapolated steps, B minus A, are therefore

$$S_1=\Delta V+\tau,\qquad S_2=\Delta V.$$

**Periodicity.** Going once through the cell must return to the same energy. Interface 2 is crossed from B to A, so its step enters with a minus sign: $F_Ad_A+S_1+F_Bd_B-S_2=0$, or

$$F_Ad_A+F_Bd_B=-\tau.$$

Insert $F_B=-(\tau+F_Ad_A)/d_B$ into the first condition and multiply by $d_B$:

$$-\kappa_B\tau-\kappa_Bd_AF_A-\kappa_Ad_BF_A=K\sigma d_B.$$

Solving for $F_A$, and then using periodicity for $F_B$, gives

$$F_A=-\frac{\kappa_B\tau+K\sigma d_B}{\kappa_Bd_A+\kappa_Ad_B},\qquad F_B=\frac{K\sigma d_A-\kappa_A\tau}{\kappa_Bd_A+\kappa_Ad_B}.$$

Take $\kappa_A=4$, $\kappa_B=2.5$, $\sigma=5\times10^{-4}$ $e$/Å$^2$ and $\tau=0.3$ eV. Then $K\sigma=0.0905$ eV/Å, the denominator is 156 Å, and

$$F_A=-\frac{0.75+2.171}{156}=-0.0187,\qquad F_B=\frac{2.171-1.2}{156}=0.0062\ \text{eV/Å},$$

or $-1.87$ and $0.62$ MV/cm. Explicit layer dipoles, iterated until they matched the slopes of the averaged potential, gave the same values.

**Reading tilted plateaus.** Even windows leave a linear function unchanged, because the terms in $u$ and $v$ integrate to zero. Straight lines can therefore be fitted and extended to the interfaces. With mid-slab values $V_A^c$ and $V_B^c$,

$$S_1=\left(V_B^c-\tfrac12F_Bd_B\right)-\left(V_A^c+\tfrac12F_Ad_A\right),$$

$$S_2=\left(V_B^c+\tfrac12F_Bd_B\right)-\left(V_A^c-\tfrac12F_Ad_A\right).$$

In the sum the slopes cancel, so $V_B^c-V_A^c=(S_1+S_2)/2=\Delta V+\tau/2$. The example shows each part:

- The extrapolated steps are 1.356 and 1.056 eV, which give valence offsets of $-0.852$ and $-1.152$ eV at interfaces 1 and 2.
- The mid-slab difference is 1.206 eV, the mean, which belongs to neither interface.
- Reading A 3 Å off centre, towards interface 1, changes the difference by $-3F_A=0.056$ eV, to 1.262 eV.
- Moving the assumed interface plane by 1 Å changes the extrapolated step by $F_B-F_A=0.025$ eV. This uncertainty remains when the plane is not sharply defined.

Two limits separate the causes. If $\tau=0$ and $\sigma\neq0$, the plateaus tilt, yet the mid-slab difference is still correct. If $\sigma=0$ and $\tau\neq0$, thicker slabs make the slopes smaller, but the mid-slab error at each interface stays $\tau/2$ in size. A flatter plateau is then no evidence of a better offset.

## The general procedure

1. Compute $V(z)$ for the interface cell, and record the actual spacings $a$ and $b$ inside the slabs. If neighbouring layers of a material differ, use its full repeat length along $z$ in place of the layer spacing, here and in the steps below.
2. Compute each bulk at that same spacing and in-plane strain, with the same definition of the potential, and obtain $e_v$ and $e_c$ from its mean.
3. Average $V$ with windows $a$ and $b$. Check that $W=d-2t-(a+b)$ is at least one layer period in both slabs, so that the line fitted in step 5 stays inside the plateau.
4. Vary each window by a few per cent. If the layers are evenly spaced, a ripple of the layer period points to a window error and vanishes at the correct length. Uneven spacing can leave a ripple even then.
5. Remove the ripple first, then fit a line on each plateau, over whole layer periods, and extrapolate both lines to each interface. Whole periods protect the mean but not the slope: a ripple of amplitude $R$ can tilt a line fitted over $N$ periods by up to $6R/(\pi N^2a)$, which is 0.017 eV/Å for the 26.7 meV ripple and $N=1$, close to $|F_A|$ in the example. Report $S_1$ and $S_2$ separately, with the change caused by a plausible shift of the plane.
6. Add the bulk terms to obtain the offsets at each interface.

The permittivity in the slope formulas must describe the response present in the calculation: the electronic part alone if the ions are held fixed.

The procedure has limits. Space charge can curve a plateau, $V=\tfrac12Cz^2$; the windows then add $C(a^2+b^2)/24$, because each has variance $w^2/12$, and a straight-line fit no longer applies. A layer spacing that varies through the slab tilts or curves the plateau even without a field, because $\bar V=KQ/(2a)$ depends on $a$; such a tilt is not described by the slope formulas, and the bulk term must belong to the local spacing. If the potential drop across the slabs brings the lowest empty level of the cell down to the highest filled one, electrons transfer and the linear model fails. In thin slabs, confinement can keep these levels apart even after the bulk band edges have crossed. An amorphous or porous low-k film has no single layer period, so no window length removes its oscillations completely, and the remaining scatter belongs in the stated uncertainty. Finally, the averaging settles the electrostatic lineup alone: errors of the electronic-structure method in $e_v$ and $e_c$ enter the offsets unless they are equal in A and B.

The full set of values is in the numerical output below.

## Numbers as computed

```
K = e/eps0: 180.951 V*A; hbar^2/2m: 3.8100 eV*A^2
spacings a, b: 3.00, 4.00 A; layers: 8, 6
slab widths A, B: 24.00, 24.00 A
ion charge per layer A, B: 0.50, 0.40 e/A^2
widths ion, electron A, electron B: 0.3, 0.7, 0.8 A
bulk mean from vacuum A, B: -6.0317, -4.9762 eV
plateaus from cell mean A, B: -0.5278, 0.5278 eV
lineup B-A, double average: 1.0555 eV
lineup B-A, second moments: 1.0555 eV
A edges from bulk mean, e_v, e_c: 0.4228, 7.2544 eV
B edges from bulk mean, e_v, e_c: -1.7849, 5.2718 eV
band gaps A, B: 6.8317, 7.0567 eV
valence offset B-A: -1.1521 eV = -1152.1 meV
conduction offset B-A: -0.9271 eV = -927.1 meV
aligned valence edge of A: -0.1050 eV
same edge from superlattice levels: -0.1050 eV
aligned conduction edge of B: 5.7995 eV
same edge from superlattice levels: 5.7995 eV
slabs 48 A: top valence -0.1265, bottom conduction 5.8313 eV
slabs 72 A: top valence -0.1151, bottom conduction 5.8147 eV
slabs 96 A: top valence -0.1109, bottom conduction 5.8084 eV
kernel estimate of plateau width A, B: 17.00, 17.00 A
plateau width within 1 meV A, B: 17.02, 17.02 A
layers 2+1 (slabs 6, 4 A): lineup error -424.455 meV
layers 2+2 (slabs 6, 8 A): lineup error -17.457 meV
layers 3+2 (slabs 9, 8 A): lineup error -0.142 meV
layers 4+3 (slabs 12, 12 A): lineup error 0.000 meV
first harmonic |V_G| of A, B: 3.2965, 3.2332 eV
relative window or spacing change: 2.0 %
ripple in A, window a too long: 26.71 meV
ripple from first-harmonic law: 26.71 meV
error after one-layer mean: 0.0000 meV
ripple in B with window a alone: 1.9982 eV
stretched A, spacing: 3.06 A; lineup: 0.9373 eV
stretched A, e_v from bulk mean: 0.2242 eV
stretched A, valence offset, consistent: -1.0718 eV
stretched A, valence offset, old bulk term: -1.2704 eV
permittivities A, B: 4.0, 2.5
interface charge: 5.0e-04 e/A^2; dipole step: 0.30 eV
slopes measured A, B: -0.018727, 0.006227 eV/A
slopes from formula A, B: -0.018727, 0.006227 eV/A
fields A, B: -1.873, 0.623 MV/cm
extrapolated steps, interfaces 1, 2: 1.3555, 1.0555 eV
mid-slab difference: 1.2055 eV
difference, A read 3 A off centre: 1.2617 eV
step change per 1 A shift of interface plane: 0.0250 eV
valence offset at interfaces 1, 2: -0.8521, -1.1521 eV
```
